Link phases and gauge invariance of (p − qA)² on a grid

**Gauge symmetry and the hopping term**

A particle of mass m and charge q moves in a potential V and a given static vector potential A. Atomic units are used in the algebra, so ħ = 1. Its wave function is stored on a cubic grid of spacing h, and only nearest neighbours are to be coupled. The task is to find the matrix that represents

H = (p − qA)²/2m + V, p = −i∇.

The continuum Hamiltonian describes the same physics after the joint change

A → A + ∇χ, ψ → e^{iqχ} ψ.

Ask the grid matrix to do the same. With χ_j the value of χ at site j, this requires

H_jk[A + ∇χ] = e^{iqχ_j} H_jk[A] e^{−iqχ_k}. (1)

Let θ_jk be q times the line integral of A along the straight link from j to k. Since the integral of ∇χ is a difference of end values,

θ_jk → θ_jk + q(χ_k − χ_j). (2)

The product H_jk e^{iθ_jk} therefore acquires the total phase q[χ_j − χ_k + χ_k − χ_j] = 0 and is gauge invariant. Call it −C, so that

H_jk = −C e^{−iθ_jk}.

Symmetry allows C to depend on gauge-invariant quantities such as the magnetic field. The simplest choice is its value at A = 0. Dimensions make that value proportional to 1/(mh²), and the usual second difference fixes the factor:

C = t, t = 1/(2mh²).

For j = k, equation (1) says that the diagonal element is gauge invariant. No separate A² term may stand there. With one term per axis μ, and θ_{jμ} the phase from j to j+μ, the result is

(Hψ)_j = t Σ_μ [2ψ_j − e^{−iθ_{jμ}} ψ_{j+μ} − e^{iθ_{j−μ,μ}} ψ_{j−μ}] + V_j ψ_j. (3)

The backward term has the opposite sign in the exponent because that link is traversed backwards. The element from j+μ to j is thus the complex conjugate of the element from j to j+μ, and H is Hermitian.

**Proof of invariance at finite h**

Let G be the diagonal unitary matrix with entries e^{iqχ_j}. By (2), a hopping element of (3) changes as

−t e^{−iθ_jk} → −t e^{−iθ_jk} e^{−iqχ_k + iqχ_j} = e^{iqχ_j} (−t e^{−iθ_jk}) e^{−iqχ_k}.

The diagonal does not change, and G H G† has the same diagonal as H. Hence

H[A + ∇χ] = G H[A] G†. (4)

No expansion in h was made. The two matrices have equal spectra, and their eigenvectors have equal site densities. Hard walls do not disturb the proof, because a missing neighbour is missing in every gauge.

Around an elementary square the differences of χ cancel, so the sum of the four phases is gauge invariant. By Stokes' theorem it equals q times the magnetic flux through the square. This is a useful check on a program before anything is diagonalized.

The function χ is static here. If it depends on time, then

i∂_t(Gψ) = (G H G† − q ∂_tχ) Gψ,

and V must change by −q∂_tχ as well; for V = qφ this is the change φ → φ − ∂_tχ of the electric potential.

**Discretization error of the link formula**

Gauge invariance alone does not show that (3) approximates the right operator. Take one axis and define the parallel-transported function

g(s) = exp[−iq ∫_x^{x+s} A(u) du] ψ(x+s).

Differentiating the exponential brings down −iqA(x+s), so g′(s) is the same exponential times (Dψ)(x+s), with

D = ∂ − iqA.

Repeating this gives g⁽ⁿ⁾(0) = (Dⁿψ)(x). The Taylor series of g, whose odd terms cancel, is

g(h) + g(−h) − 2g(0) = h² D²ψ + (h⁴/12) D⁴ψ + O(h⁶).

Here g(h) and g(−h) are the two neighbour terms of (3), phases included. Since p − qA = −iD, we have (p − qA)² = −D². Dividing by −h² gives

[lattice (p − qA)²] ψ = (p − qA)²ψ − (h²/12) D⁴ψ + O(h⁴). (5)

Because D⁴ = (p − qA)⁴, first-order perturbation theory with the factor 1/2m gives the leading energy error relative to the continuum:

ΔE_grid ≈ −(h²/24m) Σ_μ ⟨(p_μ − qA_μ)⁴⟩. (6)

It is negative, and it contains the kinetic momentum p − qA, which is gauge covariant. A gauge that makes ψ oscillate rapidly does not spoil the accuracy, provided the link integrals are accurate. Equations (5) and (6) assume smooth ψ and A. At the singularity of a Coulomb potential ψ has a cusp, the Taylor series behind (5) fails at the sites next to it, and this derivation of (6) does not apply.

**Constant A: open box and ring**

A constant A is the gradient of χ = A·x. In an open box, (4) removes it and leaves every level where it was. On an open chain any set of link phases can be removed, by choosing qχ_{j+1} = qχ_j − θ_j from one end to the other, with θ_j the phase from j to j+1; by (2) every new phase is then zero.

A ring of length L is different. The product of the hopping phases around it, e^{−iqAL}, is unchanged by any G. If qAL is not a multiple of 2π, constant A cannot be removed: it represents a magnetic flux through the ring. If qAL = 2πn, the factor e^{−iqAx} is single valued and removes it. The link spectrum therefore has period 2π in qAL.

**Error of the expanded square**

"Naive" will mean the following scheme. The square is expanded as p² − q(A·p + p·A) + q²A², p² is the three-point second difference, and p is the central difference

(pψ)_j = −i(ψ_{j+1} − ψ_{j−1})/(2h).

For constant A in one dimension set a = qAh. The cross term is

−2qA(pψ)_j = (ia/h²)(ψ_{j+1} − ψ_{j−1}).

Adding the other two terms and dividing by 2m gives

(H_naive ψ)_j = t[(2 + a²)ψ_j − (1 − ia)ψ_{j+1} − (1 + ia)ψ_{j−1}] + V_j ψ_j. (7)

Compare this with (3), where e^{−ia} = 1 − ia − a²/2 + … . Through second order in a, the link formula contains (a²/2)(ψ_{j+1} + ψ_{j−1}), and the naive formula has a²ψ_j in its place. The two agree as h → 0, but 1 − ia is not a pure phase:

1 − ia = s e^{−iα}, s = √(1 + a²), α = arctan a.

On an open chain the phase α can be removed. Let S be the sum over the two neighbours, and let T₀ = t(2 − S) be the lattice kinetic energy at A = 0, so that −tS = T₀ − 2t. Then

t(2 + a²) − stS = sT₀ + t(2 + a² − 2s).

With a² = s² − 1 the last bracket is s² − 2s + 1, and therefore

H_naive ≅ sT₀ + V + (s − 1)² t, (8)

where ≅ means unitarily equivalent. The naive scheme has changed the mass to m/s and added a constant.

The sign of the shift follows. With ψ = 0 on the walls,

⟨ψ|T₀|ψ⟩ = t Σ_j |ψ_{j+1} − ψ_j|² > 0,

the sum running over all links, including those to the walls. For a ≠ 0 the difference between (8) and T₀ + V is (s − 1)T₀ + (s − 1)²t, which is positive definite. By the min–max principle every level rises.

For small a, s − 1 ≈ a²/2. First-order perturbation theory then gives the false shift relative to the same grid at A = 0:

ΔE_naive ≈ h² [q²A²⟨T₀⟩/2 + q⁴A⁴/(8m)]. (9)

The second term is common to all levels and cancels in excitation energies. The first does not, because ⟨T₀⟩ differs between states. In the opposite limit, a ≫ 1 at fixed h, the ratio of the constant (s − 1)²t to a²t = q²A²/2m tends to 1, so the shift grows without bound as A grows.

In several dimensions each axis has its own s_μ, and the constants (s_μ − 1)²t add. The quartic part of (9) becomes proportional to Σ_μ A_μ⁴, which depends on the direction of A even when V is isotropic.

**Algorithm**

1. Compute θ_{jμ} on every link by a quadrature accurate for the given A.
2. Put −t e^{−iθ_{jμ}} in row j and column j+μ, and its conjugate in the transposed place.
3. Put 2td + V_j on the diagonal, where d is the number of dimensions.
4. Compare the phase sums around elementary squares with q times the flux.
5. Diagonalize, then repeat at smaller h to measure the remaining error (6).

**Example: an electron in a Gaussian well**

The model potential is −(10 eV) exp[−x²/(2w²)] with w = 2 Å, in a box of length 24 Å. The constant vector potential is given by κ = qA/ħ = 0.5 Å⁻¹. In these units 1/2m becomes ħ²/2m_e = 3.80998 eV Å². A sine basis in the same box gives the reference ground energy −7.997449 eV.

At h = 0.2 Å,

a = 0.5 × 0.2 = 0.1, s = √1.01 = 1.004988,
t = 3.80998/0.04 = 95.25 eV.

The constant in (8) is (s − 1)²t = 0.002369 eV. The ground state at A = 0 has ⟨T₀⟩ = 0.911485 eV, so law (9) gives

0.005 × 0.911485 + 3.80998 × 0.5⁴ × 0.2²/4
= 0.004557 + 0.002381 = 0.00694 eV.

Diagonalization of the naive matrix gives 0.00691 eV, or 2.54 × 10⁻⁴ hartree. For the first excited state ⟨T₀⟩ = 2.308662 eV, and the gap to the ground state should grow by 0.005 × (2.308662 − 0.911485) = 0.00699 eV. The computed growth is 0.00695 eV.

The next list compares the false shift with the ordinary grid error of the ground energy, which is taken relative to the sine-basis reference.

- h = 0.4 Å: naive shift 0.02731 eV, grid error −0.00943 eV.
- h = 0.2 Å: naive shift 0.00691 eV, grid error −0.00235 eV.
- h = 0.1 Å: naive shift 0.00173 eV, grid error −0.00059 eV.

Both fall by about four when h is halved. With link phases, no level moves by more than 2 × 10⁻¹² eV when A is switched on, which is rounding error. The link energies still carry the grid error: gauge invariance is exact at each h, while the energy itself is not.

**Example: a ring**

A ring of length 8 Å with 40 sites has the potential (1 eV) cos(2πx/L). The link ground energy is −0.1986 eV at total phase 0, 0.0392 eV at π, and −0.1986 eV again at 2π. The rise at π is a physical effect of the flux. The naive scheme gives −0.1821 eV at 2π and so misses the period. Its hopping is too large by the factor s, the constant (s − 1)²t is present, and its total phase is 40 arctan(2π/40) = 6.232 instead of 6.283.

**Example: a magnetic field in four gauges**

In a uniform field B no gauge removes A. Consider a two-dimensional harmonic trap with mass 0.1 m_e, ħω = 0.01 eV and h = 20 Å. These are round model parameters. The field is qB/ħ = 10⁻⁴ Å⁻², which is 6.58 T, and the phase around a square is 10⁻⁴ × 20² = 0.04 rad.

The continuum ground energy follows in the symmetric gauge A = B(−y, x)/2. With ω_c = qB/m, expanding the square gives

H = p²/2m + ½m(ω² + ω_c²/4)r² − (ω_c/2)L_z.

This is an isotropic oscillator of frequency Ω = √(ω² + ω_c²/4) plus a term in L_z. A state with L_z = l has oscillator energy at least Ω(|l| + 1), and Ω > ω_c/2, so the ground state has l = 0 and energy Ω. With ħω_c = 0.00762 eV,

E₀ = √(0.01² + 0.00381²) = 0.010701 eV.

The link scheme gives 0.010653 eV in all four gauges tried. The naive ground energies are

- symmetric gauge: 0.0106635 eV;
- Landau gauge, A = B(−y, 0): 0.010675 eV;
- symmetric gauge with its origin moved to (300 Å, 300 Å): 0.011258 eV;
- symmetric gauge plus the gradient of qχ/ħ = 3 sin(x/150 Å) cos(y/100 Å): 0.011154 eV.

In the first two gauges the naive value lies closer to the continuum energy than the link value does. This is a cancellation: in these runs the naive value exceeds the link value by 1.0 × 10⁻⁵ eV in the symmetric gauge and by 2.1 × 10⁻⁵ eV in the Landau gauge. That excess offsets part of the negative grid error, by an amount that depends on the gauge. Moving the origin, which has no physical meaning, changes the naive energy by 0.0006 eV. The link error is −4.8 × 10⁻⁵ eV, and it was −1.92 × 10⁻⁴ eV at h = 40 Å, as expected for an error of order h². Agreement with a known energy in one gauge is therefore no evidence that a scheme is gauge invariant.

With B = 0 and a constant |qA/ħ| = 0.02 Å⁻¹, the naive ground energy of the same trap rises by 0.00075 eV for A along x and by 0.00049 eV for A along the diagonal. The trap is isotropic, so this difference is wholly an artefact of the grid axes.

**Error from inaccurate link integrals**

The proof of (4) rests on (2), and quadrature can break (2). The midpoint rule is exact when A is linear in position, which covers a uniform field in the symmetric and Landau gauges. Now take the pure gauge qχ = c x³y, for which

qA_x = 3c x²y, qA_y = c x³.

On an x-link with centre u, the exact phase is

cy[(u + h/2)³ − (u − h/2)³] = cy(3u²h + h³/4),

while the midpoint rule gives 3cyu²h. The missing phase −ch³y/4 acts as an additional qA_x = −(ch²/4)y. On y-links A_y is constant and the midpoint rule is exact. Since B = ∂_xA_y − ∂_yA_x, the quadrature error amounts to a false uniform field

qB_false = ch²/4. (10)

In the trap, take the deliberately steep gauge c = 10⁻⁶ Å⁻⁴ with h = 20 Å. Then qB_false/ħ = 10⁻⁶ × 400/4 = 10⁻⁴ Å⁻², the same as the real field above. Accurate link integrals return the field-free grid energy, 0.009967 eV. Midpoint phases return 0.010653 eV, the energy of the trap at 6.58 T. The matrix is still Hermitian and every hopping element still has modulus t, so neither property reveals the fault. The phase sum around a square does: it should vanish, and it equals ch⁴/4 = 0.04 rad.

The numerical check tests the error coefficient in (5), the matrix identity (4), the equivalence (8) and the false field (10), each against an independent calculation.

Table of computed values

```
hbar^2/2m_e = 3.80998 eV angstrom^2
Well: depth 10.0 eV, width 2.0 angstrom, box 24.0 angstrom
  V(x) = -depth*exp(-x^2/(2 width^2)); qA/hbar = 0.50 1/angstrom
  q^2A^2/2m = 0.95250 eV
  sine-basis reference: E0 = -7.997449 eV, E1 = -4.393538 eV
h = 0.4 angstrom: qAh/hbar = 0.200, s = 1.019804
  E0 link = -8.006881 eV, E0 naive = -7.979575 eV
  naive shift = 0.027306 eV, small-h law = 0.027777 eV
  grid error of E0 at A=0 = -0.009432 eV
  largest link level change = 7.1e-14 eV
h = 0.2 angstrom: qAh/hbar = 0.100, s = 1.004988
  E0 link = -7.999794 eV, E0 naive = -7.992886 eV
  naive shift = 0.006909 eV, small-h law = 0.006939 eV
  grid error of E0 at A=0 = -0.002345 eV
  largest link level change = 2.8e-13 eV
  <T0> = 0.911485 eV (ground), 2.308662 eV (first excited)
  offset (s-1)^2 t = 0.002369 eV
  naive gap change = 0.006954 eV, law = 0.006986 eV
  naive shift converted = 2.539e-04 hartree
h = 0.1 angstrom: qAh/hbar = 0.050, s = 1.001249
  E0 link = -7.998035 eV, E0 naive = -7.996302 eV
  naive shift = 0.001732 eV, small-h law = 0.001734 eV
  grid error of E0 at A=0 = -0.000585 eV
  largest link level change = 1.7e-12 eV
Ring: length 8.0 angstrom, 40 sites, V amplitude 1.0 eV
  phase 0 pi: E0 link = -0.198596 eV, naive = -0.198596 eV
  phase 1 pi: E0 link = 0.039233 eV, naive = 0.042072 eV
  phase 2 pi: E0 link = -0.198596 eV, naive = -0.182057 eV
  naive effective phase at 2 pi = 6.23226 rad (2 pi = 6.28319 rad)
Trap: mass 0.1 m_e, hbar*omega = 0.010 eV, h = 20 angstrom, 45x45 sites
  qB/hbar = 1.0e-04 1/angstrom^2 (B = 6.582 T), hbar*omega_c = 0.007620 eV
  Fock-Darwin ground energy = 0.0107012 eV
  symmetric gauge: E0 link = 0.0106534 eV, naive = 0.0106635 eV
  Landau gauge: E0 link = 0.0106534 eV, naive = 0.0106746 eV
  displaced gauge: E0 link = 0.0106534 eV, naive = 0.0112581 eV
  wavy gauge: E0 link = 0.0106534 eV, naive = 0.0111539 eV
  displaced gauge origin: (300, 300) angstrom
  plaquette phase = 0.040000 rad
  link grid error: -1.920e-04 eV at h=40 angstrom, -4.777e-05 eV at h=20 angstrom
No magnetic field: E0 = 0.0099671 eV; constant |qA/hbar| = 0.02 1/angstrom
  naive shift: A along x 0.0007542 eV, along diagonal 0.0004875 eV
Pure gauge c*x^3*y, c = 1.0e-06 1/angstrom^4: false qB/hbar = 1.0e-04 1/angstrom^2
  E0 exact link integrals = 0.0099671 eV, midpoint = 0.0106534 eV
```
